# Which energy do forces differentiate when occupations are smeared?: a program that tests the result

```python
"""
Result under test: with smeared occupations the Hellmann-Feynman force is
    force = -dF/dR,   F = E - width*S,
and not the gradient of E or of the extrapolated energy E0 = F + c*width*S.
E: internal energy; S: (generalized) entropy; R: position of ion B;
width: smearing width; c = 1/2 (Fermi-Dirac, Gaussian) or 1/3 (MP1, the
first-order Methfessel-Paxton scheme).
Model: one-dimensional periodic plane-wave mean-field metal, spin factor 2,
Hartree atomic units. Ion A is at 0. The constant ionic self-energy is kept.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import entr, erf, expit

CELL = 6.0            # bohr
SCREEN = 0.5          # inverse screening length, 1/bohr
ION_WIDTH = 0.5       # Gaussian width of ionic charge, bohr
EXCHANGE = 0.2        # prefactor of the local energy -EXCHANGE*n^(4/3)
NGRID = 31
NBANDS = 5
NK = 48
POSITION = 2.2        # bohr
STEP = 0.01           # finite-difference step, bohr

G = 2 * np.pi / CELL * np.fft.fftfreq(NGRID, 1 / NGRID)
KERNEL = 1 / (G**2 + SCREEN**2)
XGRID = np.arange(NGRID) * CELL / NGRID
# Half of the zone suffices by time reversal.
K_UNIFORM = (np.arange(NK) + 0.5) * np.pi / (CELL * NK)
W_UNIFORM = np.full(NK, 1 / NK)

ROOTPI = np.sqrt(np.pi)
# name: (broadened delta, occupation, entropy, coefficient c)
SCHEMES = {
    "Fermi-Dirac": (
        lambda t: 0.25 / np.cosh(t / 2)**2,
        expit,
        lambda x: entr(expit(x)) + entr(expit(-x)), 1 / 2),
    "Gaussian": (
        lambda t: np.exp(-t**2) / ROOTPI,
        lambda x: 0.5 * (1 + erf(x)),
        lambda x: np.exp(-x**2) / (2 * ROOTPI), 1 / 2),
    "MP1": (
        lambda t: np.exp(-t**2) * (1.5 - t**2) / ROOTPI,
        lambda x: 0.5 * (1 + erf(x)) + x * np.exp(-x**2) / (2 * ROOTPI),
        lambda x: (1 - 2 * x**2) * np.exp(-x**2) / (4 * ROOTPI), 1 / 3),
}


def solve(position, scheme="Gaussian", width=0.02, charges=(1, 2), mmax=7,
          kpoints=K_UNIFORM, weights=W_UNIFORM, fixed_occ=None):
    """Self-consistent solution; fixed_occ replaces smearing if supplied."""
    m = np.arange(-mmax, mmax + 1)
    g_basis = 2 * np.pi * m / CELL
    difference = (m[:, None] - m[None, :]) % NGRID
    kinetic = 0.5 * (kpoints[:, None] + g_basis[None, :])**2
    waves = np.exp(1j * np.outer(XGRID, g_basis))
    form = np.exp(-0.5 * (G * ION_WIDTH)**2) / CELL
    ion_b = charges[1] * form * np.exp(-1j * G * position)
    ions = charges[0] * form + ion_b
    electrons = sum(charges)
    density = np.full(NGRID, electrons / CELL)
    old_n, old_r = [], []
    for _ in range(100):
        rho = np.fft.fft(density) / NGRID - ions
        v_local = -4 / 3 * EXCHANGE * np.cbrt(density)
        potential = KERNEL * rho + np.fft.fft(v_local) / NGRID
        h = np.zeros((len(kpoints), len(m), len(m)), complex)
        h += potential[difference]
        h[:, np.arange(len(m)), np.arange(len(m))] += kinetic
        eps, coef = np.linalg.eigh(h)
        eps, coef = eps[:, :NBANDS], coef[:, :, :NBANDS]
        if fixed_occ is None:
            _, occupation, entropy_fn, _ = SCHEMES[scheme]

            def excess(mu):
                occ_mu = occupation((mu - eps) / width)
                return 2 * np.sum(weights[:, None] * occ_mu) - electrons

            mu = brentq(excess, eps.min() - 1, eps.max(), xtol=1e-14)
            scaled = (mu - eps) / width
            occ = occupation(scaled)
            entropy = 2 * np.sum(weights[:, None] * entropy_fn(scaled))
        else:
            mu, occ, entropy = np.nan, fixed_occ, 0.0
        filling = 2 * weights[:, None] * occ
        psi2 = np.abs(waves @ coef)**2 / CELL
        new = np.einsum("kb,kxb->x", filling, psi2)
        residual = new - density
        if np.max(np.abs(residual)) < 1e-11:
            break
        old_n.append(density.copy())
        old_r.append(residual.copy())
        old_n, old_r = old_n[-7:], old_r[-7:]
        density = density + 0.5 * residual
        if len(old_n) > 1:
            dn = np.diff(np.array(old_n), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            mix = np.linalg.lstsq(dr, residual, rcond=1e-12)[0]
            density = density - (dn + 0.5 * dr) @ mix
    else:
        raise RuntimeError("self-consistency not reached")
    rho = np.fft.fft(new) / NGRID - ions
    e_kin = np.einsum("kb,kmb,km->", filling, np.abs(coef)**2, kinetic)
    e_es = 0.5 * CELL * np.sum(KERNEL * np.abs(rho)**2)
    e_loc = -EXCHANGE * CELL * np.mean(new * np.cbrt(new))
    energy = e_kin + e_es + e_loc
    drho = 1j * G * ion_b
    force = -CELL * np.sum(KERNEL * np.real(np.conj(rho) * drho))
    ts = width * entropy if fixed_occ is None else 0.0
    c = SCHEMES[scheme][3]
    return dict(E=energy, F=energy - ts, E0=energy - (1 - c) * ts,
                S=entropy, TS=ts, force=force, eps=eps, mu=mu, occ=occ)


def derivative(points, key):
    """Fourth-order central difference; points at -2,-1,1,2 steps."""
    a, b, c, d = [p[key] for p in points]
    return (a - 8 * b + 8 * c - d) / (12 * STEP)


def displaced(**options):
    return [solve(POSITION + j * STEP, **options) for j in (-2, -1, 1, 2)]


# Smearing functions against their defining integrals.
for delta, occupation, entropy_fn, _ in SCHEMES.values():
    for x in (-1.3, 0.4, 1.7):
        occ_int = quad(delta, -40, x, points=[-5], epsabs=1e-12)[0]
        ent_int = -quad(lambda t: t * delta(t), -40, x, points=[-5],
                        epsabs=1e-12)[0]
        assert abs(occ_int - occupation(x)) < 1e-9
        assert abs(ent_int - entropy_fn(x)) < 1e-9

# Analytic force against numerical gradients for three smearing schemes.
WIDTHS = {"Fermi-Dirac": 0.01, "Gaussian": 0.02, "MP1": 0.02}
results = {}
for name, width in WIDTHS.items():
    centre = solve(POSITION, scheme=name, width=width)
    points = displaced(scheme=name, width=width)
    slopes = {key: -derivative(points, key) for key in ("F", "E", "E0")}
    ts_slope = derivative(points, "TS")
    docc = derivative(points, "occ")
    heat = 2 * np.sum(W_UNIFORM[:, None]
                      * (centre["eps"] - centre["mu"]) * docc)
    assert abs(slopes["F"] - centre["force"]) < 1e-7
    assert abs(heat - ts_slope) < 1e-7
    if name != "MP1":
        assert abs(slopes["E"] - centre["force"]) > 1e-5
        assert abs(slopes["E0"] - centre["force"]) > 5e-6
    results[name] = (centre, slopes, ts_slope, heat)

# A deliberately low cutoff does not spoil the gradient property.
low = solve(POSITION, mmax=3)
low_slope = -derivative(displaced(mmax=3), "F")
assert abs(low["force"] - low_slope) < 1e-7
assert abs(low["E"] - results["Gaussian"][0]["E"]) > 1e-6

# With a gap much larger than the width, E and F have the same gradient.
gap_options = dict(charges=(1, 1), width=0.005)
gapped = solve(POSITION, **gap_options)
gap = gapped["eps"][:, 1].min() - gapped["eps"][:, 0].max()
gap_slope = -derivative(displaced(**gap_options), "E")
assert gap > 0.05 and abs(gapped["S"]) < 1e-10
assert abs(gapped["force"] - gap_slope) < 1e-7

# Width derivative of F at fixed electron number.
gauss, gslopes, gts, gheat = results["Gaussian"]
dw = 0.001
f_width = (solve(POSITION, width=0.02 + dw)["F"]
           - solve(POSITION, width=0.02 - dw)["F"]) / (2 * dw)
assert abs(f_width + gauss["S"]) < 1e-5

# Exact zero-width filling: band 1 full, upper-k half of band 2 full.
nodes, gl_weights = np.polynomial.legendre.leggauss(16)
half = np.pi / (2 * CELL)
k_lower = half * (nodes + 1) / 2
k_zero = np.concatenate([k_lower, k_lower + half])
w_zero = np.concatenate([gl_weights, gl_weights]) / 4
occ_zero = np.zeros((32, NBANDS))
occ_zero[:, 0] = 1
occ_zero[16:, 1] = 1
zero_options = dict(kpoints=k_zero, weights=w_zero, fixed_occ=occ_zero)
zero = solve(POSITION, **zero_options)
assert zero["eps"][occ_zero == 1].max() < zero["eps"][occ_zero == 0].min()
zero_slope = -derivative(displaced(**zero_options), "E")
assert abs(zero_slope - zero["force"]) < 1e-7

# Quadratic width error of the force and its cancellation in E0.
narrow = solve(POSITION, width=0.01)
error_f = gauss["force"] - zero["force"]
error_narrow = narrow["force"] - zero["force"]
error_e = gslopes["E"] - zero["force"]
error_e0 = gslopes["E0"] - zero["force"]
assert 3.5 < error_f / error_narrow < 4.5
assert 1.9 < gauss["S"] / narrow["S"] < 2.1
assert error_f * error_e < 0
assert abs(error_e0) < 0.3 * abs(error_f)
assert abs(gauss["E0"] - zero["E"]) < 0.3 * abs(gauss["F"] - zero["E"])

# Work along a finite path.
END = 3.0
path_nodes, path_weights = np.polynomial.legendre.leggauss(6)
path = POSITION + (END - POSITION) * (path_nodes + 1) / 2
work = (END - POSITION) / 2 * sum(
    w * solve(r)["force"] for r, w in zip(path, path_weights))
end = solve(END)
drops = {key: gauss[key] - end[key] for key in ("F", "E", "E0")}
assert abs(work - drops["F"]) < 1e-7
assert abs(work - drops["E"]) > 1e-5
assert abs(work - drops["E0"]) > 5e-6

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
TO_MEV_ANG = 1000 * HARTREE_EV / BOHR_ANG


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"Model: cell {CELL} bohr, ion B at {POSITION} bohr, {NK} k-points")
print(f"Screening {SCREEN} 1/bohr, ion width {ION_WIDTH} bohr, "
      f"local prefactor {EXCHANGE} a.u.")
print("Ion charges 1 and 2; 3 electrons; 15 plane waves")
show("Gaussian width", WIDTHS["Gaussian"], "Ha", 3)
for key in ("E", "F", "E0"):
    show(f"Gaussian {key}", gauss[key], "Ha", 7)
show("Gaussian entropy S", gauss["S"], "(dimensionless)", 6)
show("Zero-width energy", zero["E"], "Ha", 7)
for name, (centre, slopes, ts_slope, heat) in results.items():
    print(f"{name}, width {WIDTHS[name]} Ha, values in mHa/bohr:")
    print(f"  analytic force {1000 * centre['force']:.5f}; "
          f"-dF/dR {1000 * slopes['F']:.5f}")
    print(f"  -dE/dR {1000 * slopes['E']:.5f}; "
          f"-dE0/dR {1000 * slopes['E0']:.5f}")
    print(f"  width*dS/dR {1000 * ts_slope:.5f}; "
          f"from occupations {1000 * heat:.5f}")
show("Gaussian -dE/dR minus force",
     (gslopes["E"] - gauss["force"]) * TO_MEV_ANG, "meV/angstrom", 3)
show("Gaussian -dE0/dR minus force",
     (gslopes["E0"] - gauss["force"]) * TO_MEV_ANG, "meV/angstrom", 3)
show("Low cutoff (7 waves) force", 1000 * low["force"], "mHa/bohr")
show("Low cutoff -dF/dR", 1000 * low_slope, "mHa/bohr")
show("Gapped case: gap", gap, "Ha", 4)
show("Gapped case: width", gap_options["width"], "Ha", 3)
show("Gapped case: force", 1000 * gapped["force"], "mHa/bohr")
show("Gapped case: -dE/dR", 1000 * gap_slope, "mHa/bohr")
show("dF/dwidth at 0.02 Ha", f_width, "(dimensionless)", 6)
show("Zero-width force", 1000 * zero["force"], "mHa/bohr")
show("Force error at width 0.01 Ha", 1000 * error_narrow, "mHa/bohr")
show("Force error at width 0.02 Ha", 1000 * error_f, "mHa/bohr")
show("Ratio of these errors", error_f / error_narrow, "(dimensionless)", 3)
show("Error of -dE/dR at 0.02 Ha", 1000 * error_e, "mHa/bohr")
show("Error of -dE0/dR at 0.02 Ha", 1000 * error_e0, "mHa/bohr")
show("Path end", END, "bohr", 1)
show("Work of force along path", 1000 * work, "mHa")
for key in ("F", "E", "E0"):
    show(f"Drop of {key} along path", 1000 * drops[key], "mHa")
print("all assertions hold")
```

Running it gives:

```
Model: cell 6.0 bohr, ion B at 2.2 bohr, 48 k-points
Screening 0.5 1/bohr, ion width 0.5 bohr, local prefactor 0.2 a.u.
Ion charges 1 and 2; 3 electrons; 15 plane waves
Gaussian width: 0.020 Ha
Gaussian E: 0.0135135 Ha
Gaussian F: 0.0123636 Ha
Gaussian E0: 0.0129386 Ha
Gaussian entropy S: 0.057495 (dimensionless)
Zero-width energy: 0.0129374 Ha
Fermi-Dirac, width 0.01 Ha, values in mHa/bohr:
  analytic force 91.16494; -dF/dR 91.16494
  -dE/dR 91.43454; -dE0/dR 91.29974
  width*dS/dR -0.26960; from occupations -0.26960
Gaussian, width 0.02 Ha, values in mHa/bohr:
  analytic force 91.21744; -dF/dR 91.21744
  -dE/dR 91.37183; -dE0/dR 91.29463
  width*dS/dR -0.15439; from occupations -0.15439
MP1, width 0.02 Ha, values in mHa/bohr:
  analytic force 91.29505; -dF/dR 91.29505
  -dE/dR 91.28864; -dE0/dR 91.29292
  width*dS/dR 0.00641; from occupations 0.00641
Gaussian -dE/dR minus force: 7.939 meV/angstrom
Gaussian -dE0/dR minus force: 3.969 meV/angstrom
Low cutoff (7 waves) force: 91.25837 mHa/bohr
Low cutoff -dF/dR: 91.25837 mHa/bohr
Gapped case: gap: 0.0837 Ha
Gapped case: width: 0.005 Ha
Gapped case: force: 4.72552 mHa/bohr
Gapped case: -dE/dR: 4.72552 mHa/bohr
dF/dwidth at 0.02 Ha: -0.057496 (dimensionless)
Zero-width force: 91.29353 mHa/bohr
Force error at width 0.01 Ha: -0.01883 mHa/bohr
Force error at width 0.02 Ha: -0.07610 mHa/bohr
Ratio of these errors: 4.042 (dimensionless)
Error of -dE/dR at 0.02 Ha: 0.07829 mHa/bohr
Error of -dE0/dR at 0.02 Ha: 0.00110 mHa/bohr
Path end: 3.0 bohr
Work of force along path: 33.91455 mHa
Drop of F along path: 33.91455 mHa
Drop of E along path: 33.98375 mHa
Drop of E0 along path: 33.94915 mHa
all assertions hold
```
